# Complex transverse spin decay length and torques in a diffusive ferromagnet

## Definitions and conventions

A ferromagnetic layer F fills $0<z<d_F$ and a spin Hall source layer N fills $-d_N<z<0$. The charge current flows in the film plane. The unit vector $\mathbf n$ is the direction of the majority spins in F. Because the electron's moment is opposite to its spin, the magnetization is $\mathbf M=-M_s\mathbf n$. It is uniform and static while the electrons reach their steady state.

The vector $\mathbf s(z,t)$ is the density of $\langle\boldsymbol\sigma\rangle$, in m$^{-3}$, so the angular momentum density is $(\hbar/2)\mathbf s$. For transverse spins take unit vectors $\mathbf e_1\perp\mathbf n$ and $\mathbf e_2=\mathbf n\times\mathbf e_1$, and define

$$S=\mathbf s\cdot\mathbf e_1+i\,\mathbf s\cdot\mathbf e_2 .$$

Since $\mathbf n\times\mathbf e_1=\mathbf e_2$ and $\mathbf n\times\mathbf e_2=-\mathbf e_1$, the operation $\mathbf n\times$ turns $S$ into $iS$.

The source injects spins along the unit vector $\mathbf p$. The spin Hall ratio $\theta$ is a magnitude; its sign is absorbed in $\mathbf p$. First take $\mathbf p\perp\mathbf n$ and $\mathbf e_1=\mathbf p$. A real torque then points along $\mathbf p=\mathbf n\times(\mathbf p\times\mathbf n)$, the damping-like direction, and an imaginary torque along $\mathbf n\times\mathbf p$, the field-like direction.

If $F_s$ is the flux of $S$ along $z$, the angular momentum flux is $(\hbar/2)F_s$. The spin current in charge units is $J=eF_s$, with $e>0$.

## Exchange precession

The exchange Hamiltonian is $H=-(\Delta/2)\,\mathbf n\cdot\boldsymbol\sigma$ with $\Delta>0$, which puts the majority spins lower in energy. With $[\sigma_j,\sigma_k]=2i\epsilon_{jkl}\sigma_l$,

$$\frac{d\sigma_k}{dt}=\frac{i}{\hbar}[H,\sigma_k]
=-\frac{i\Delta}{2\hbar}n_j\,2i\epsilon_{jkl}\sigma_l
=\frac{\Delta}{\hbar}\epsilon_{jkl}n_j\sigma_l
=-\frac{\Delta}{\hbar}(\mathbf n\times\boldsymbol\sigma)_k .$$

The last sign comes from $\epsilon_{jkl}=-\epsilon_{kjl}$. Hence exchange alone gives $dS/dt=-i(\Delta/\hbar)S$. Spin flip adds the loss rate $1/\tau_{sf}$, so the total complex rate is

$$\alpha=\frac1{\tau_{sf}}+\frac{i\Delta}{\hbar}.$$

## From velocities to diffusion

Let $f(z,u)$ be the transverse spin density resolved by $u$, the cosine between velocity and $z$, and let $\langle f\rangle=\frac12\int_{-1}^1f\,du=S$. For speed $v$ and isotropic scattering with time $\tau$,

$$\frac{\partial f}{\partial t}+vu\frac{\partial f}{\partial z}=-\alpha f-\frac{f-\langle f\rangle}{\tau}.$$

Averaging over $u$ removes the scattering term and gives

$$\frac{\partial S}{\partial t}+\frac{\partial F_s}{\partial z}=-\alpha S,\qquad F_s=v\langle uf\rangle .$$

In the steady state, multiplication by $u$ before averaging gives

$$F_s=-\frac{v^2\tau}{1+\alpha\tau}\frac{\partial\langle u^2f\rangle}{\partial z}.$$

If $|\alpha|\tau\ll1$ and the mean free path $\ell=v\tau$ is short against the decay length, $f$ is nearly isotropic and $\langle u^2f\rangle\simeq S/3$. To leading order $F_s=-D\,\partial S/\partial z$ with $D=v^2\tau/3$, and the steady equation is

$$\frac{d^2S}{dz^2}=\frac{S}{\lambda^2},\qquad
\frac1{\lambda^2}=\frac{\alpha}{D}=\frac1{\lambda_{sf}^2}+\frac{i}{\lambda_J^2},$$

$$\lambda_{sf}=\sqrt{D\tau_{sf}},\qquad \lambda_J=\sqrt{\hbar D/\Delta}.$$

The first correction follows from a decaying mode $f=A(u)e^{-\kappa z}$. The kinetic equation gives $(1+\alpha\tau-\kappa\ell u)A=\langle A\rangle$. Dividing by the bracket and averaging, with $x=\kappa\ell$,

$$1=\frac12\int_{-1}^{1}\frac{du}{1+\alpha\tau-xu}
=\frac1x\,\mathrm{artanh}\frac{x}{1+\alpha\tau},
\qquad \frac{\tanh x}{x}=\frac1{1+\alpha\tau}.$$

Expansion of both sides gives $1-x^2/3+2x^4/15=1-\alpha\tau+\alpha^2\tau^2$. The lowest order is $x^2=3\alpha\tau$. Inserting this in the quartic term gives

$$x^2=3\alpha\tau\left(1+\frac{\alpha\tau}{5}\right),\qquad
\kappa=\frac1\lambda\left(1+\frac{\alpha\tau}{10}\right).$$

Keeping the factor $1+\alpha\tau$ in the flux while still setting $\langle u^2f\rangle=S/3$ would give $1+\alpha\tau/2$ instead, a correction five times too large. The two effects must be kept or dropped together.

## What the complex length means

Write $1/\lambda=k'+ik''$, $a=1/\lambda_{sf}^2$ and $b=1/\lambda_J^2$. Squaring gives $k'^2-k''^2=a$ and $2k'k''=b$, while the modulus gives $k'^2+k''^2=\sqrt{a^2+b^2}$. Therefore

$$k'^2=\frac{\sqrt{a^2+b^2}+a}{2},\qquad
k''^2=\frac{\sqrt{a^2+b^2}-a}{2}.$$

The decaying root has $k'>0$, and then $b>0$ makes $k''>0$. In a thick layer $S\propto e^{-k'z}e^{-ik''z}$: the amplitude decays over $1/k'$ while the direction turns about $\mathbf n$ in the negative sense, once in $2\pi/k''$. Without spin flip $k'=k''=1/(\sqrt2\lambda_J)$, so the amplitude falls by $e^{-2\pi}$ in one turn.

This decay without spin flip is an average over phases. Let a random walker start a distance $z$ from a plane and reach it after a time $T$, and let $w(z)$ be the mean of $e^{-\alpha T}$. One short time step gives $w=(1-\alpha\,dt)(w+Dw''dt)$, hence $Dw''=\alpha w$ with $w(0)=1$, and $w=e^{-z/\lambda}$. For $1/\tau_{sf}=0$ each walker contributes a phase factor of modulus one; the spread of arrival times reduces their mean.

## Spin conductance of the ferromagnet

Let $\nu$ be the density of states per spin, and define the transverse spin voltage $V=S/(2e\nu)$. With $\sigma_F=2e^2\nu D$,

$$J=-eD\frac{dS}{dz}=-2e^2\nu D\frac{dV}{dz}=-\sigma_F\frac{dV}{dz}.$$

The outer surface passes no spin current, so $V'(d_F)=0$. The solution with $V(0)=V_0$ is

$$V(z)=V_0\frac{\cosh[(d_F-z)/\lambda]}{\cosh(d_F/\lambda)},$$

and its slope at $z=0$ gives

$$J_0=G_FV_0,\qquad G_F=\frac{\sigma_F}{\lambda}\tanh\frac{d_F}{\lambda}.$$

The complex value of $G_F$ means that the current entering F and the accumulation at its surface point in different transverse directions.

## The source and its backflow

In N there is no exchange, and $V''=V/\lambda_N^2$. The current is $J=\theta j_c-\sigma_NV'$, where $j_c$ is the charge current density in N. Put $y=z+d_N$ and $V=A\cosh(y/\lambda_N)+B\sinh(y/\lambda_N)$. Zero spin current at $y=0$ requires $\sigma_NB/\lambda_N=\theta j_c$. Write $C=\cosh(d_N/\lambda_N)$ and $H=\sinh(d_N/\lambda_N)$. At the interface

$$V_0=AC+BH,\qquad
J_0=\theta j_c(1-C)-\frac{\sigma_N}{\lambda_N}AH .$$

Eliminating $A=(V_0-BH)/C$ gives

$$J_0=\theta j_c\left(1-C+\frac{H^2}{C}\right)-\frac{\sigma_N}{\lambda_N}\frac HC V_0 .$$

Since $H^2=C^2-1$, the bracket is $1-1/C$, and

$$J_0=J_{src}-G_NV_0,$$

$$J_{src}=\theta j_c\left[1-\mathrm{sech}\frac{d_N}{\lambda_N}\right],\qquad
G_N=\frac{\sigma_N}{\lambda_N}\tanh\frac{d_N}{\lambda_N}.$$

The term $G_NV_0$ is the backflow. For a transparent interface $V$ and $J$ are continuous. Setting $V_0=J_0/G_F$,

$$J_0=J_{src}\frac{G_F}{G_F+G_N}.$$

## Torque on the magnetization

Exchange changes the electrons' angular momentum density at the rate $(\hbar/2)(-i\Delta/\hbar)S$. The magnetization receives the opposite amount. Per unit area,

$$T=\frac\hbar2\,\frac{i\Delta}{\hbar}\int_0^{d_F}S\,dz .$$

The integral follows from $S=\lambda^2S''$ and $S'(d_F)=0$:

$$\int_0^{d_F}S\,dz=-\lambda^2S'(0)=\frac{\lambda^2J_0}{eD}.$$

With $\Delta/\hbar=D/\lambda_J^2$,

$$T=\frac{\hbar}{2e}J_0\,\frac{i\lambda^2}{\lambda_J^2}.$$

The rest, $\lambda^2/\lambda_{sf}^2$ times the incoming current, goes to the lattice by spin flip. The two factors add to one, by the definition of $\lambda$. Defining the efficiency by $T=(\hbar j_c/2e)\,\xi$,

$$\boxed{\xi=\xi_D+i\xi_F=\theta\left[1-\mathrm{sech}\frac{d_N}{\lambda_N}\right]
\frac{G_F}{G_F+G_N}\,\frac{i\lambda^2}{\lambda_J^2}}$$

For a general angle between $\mathbf p$ and $\mathbf n$, the component of $\mathbf p$ along $\mathbf n$ does not precess and exerts no torque. A rotation of all spins about $\mathbf n$ leaves the transport equations unchanged, so this component also decouples from the transverse part. By linearity

$$\mathbf T=\frac{\hbar j_c}{2e}\left[\xi_D\,\mathbf n\times(\mathbf p\times\mathbf n)+\xi_F\,\mathbf n\times\mathbf p\right].$$

This vector form was tested with the example parameters below, for $\mathbf n=(0.48,0.60,0.64)$ and $\mathbf p=(0,1,0)$. A finite-volume solution for all three spin components in both layers agreed to better than 0.1 % of the torque.

For use in a macrospin equation, $\mathbf T=d_F\,\mathbf M\times\mathbf B=-M_sd_F\,\mathbf n\times\mathbf B$ is reproduced by

$$\mathbf B_F=-\frac{\hbar j_c\xi_F}{2eM_sd_F}\,\mathbf p,\qquad
\mathbf B_D=\frac{\hbar j_c\xi_D}{2eM_sd_F}\,\mathbf n\times\mathbf p .$$

In terms of $\mathbf m=\mathbf M/M_s=-\mathbf n$, the damping-like field is along $-\mathbf m\times\mathbf p$. The field-like one keeps its form.

## Three limits

**Clamped current.** If $G_N\ll|G_F|$, then $J_0=J_{src}$ is real. With $r=(\lambda_J/\lambda_{sf})^2$,

$$\frac{i\lambda^2}{\lambda_J^2}=\frac{i}{r+i}=\frac{1+ir}{1+r^2},\qquad
\frac{\xi_F}{\xi_D}=\left(\frac{\lambda_J}{\lambda_{sf}}\right)^2 .$$

Without spin flip the torque is purely damping-like, although $\lambda$ is complex. All the transverse angular momentum that enters must then reach the magnetization, and it enters along $\mathbf p$. A complex decay length is therefore not sufficient for a field-like torque. In this model it also takes backflow into the source or spin flip in F.

**Thin layer.** For $d_F\ll|\lambda|$, $G_F\simeq\sigma_Fd_F/\lambda^2$. If also $|G_F|\ll G_N$, the factor $\lambda^2$ cancels:

$$\xi\simeq i\,\theta\left[1-\mathrm{sech}\frac{d_N}{\lambda_N}\right]q,\qquad
q=\frac{\sigma_Fd_F}{\lambda_J^2G_N}.$$

The leading torque is field-like and linear in $d_F$. The accumulation at the surface is set by N, points along $\mathbf p$, and has no room to turn. The next order multiplies $\xi$ by $1-G_F/G_N$, whose imaginary part is $-q$. This gives $\xi_D/\xi_F\simeq q$, so the damping-like part starts as $d_F^2$.

**Thick layer without spin flip.** Now $G_F=\sigma_Fe^{i\pi/4}/\lambda_J$ and the transfer factor is one. With $g=G_N\lambda_J/\sigma_F$, $\xi$ is proportional to $1/(1+ge^{-i\pi/4})$, which has the phase of $1+ge^{i\pi/4}$. Hence

$$\frac{\xi_F}{\xi_D}=\frac{g/\sqrt2}{1+g/\sqrt2}=\frac{g}{\sqrt2+g}<1 .$$

## Worked example: tungsten and a copper–nickel alloy

The parameters are rough values for a weakly ferromagnetic copper–nickel alloy on tungsten in its high-resistivity phase, with the substrate at 10 K:

- F: $\Delta=20$ meV, $D=5$ cm$^2$/s, $v=10^6$ m/s, $\lambda_{sf}=10$ nm, resistivity 50 µΩ cm, $M_s=100$ kA/m, $d_F=6$ nm.
- N: $\theta=0.30$, $\lambda_N=1.5$ nm, resistivity 200 µΩ cm, $d_N=4$ nm, $j_c=1$ MA/cm$^2$.

The precession time is $\hbar/\Delta=32.9$ fs, so

$$\lambda_J=\sqrt{(5\times10^{-4}\ \mathrm{m^2/s})(32.9\times10^{-15}\ \mathrm s)}=4.06\ \mathrm{nm}.$$

Then $a=0.0100$ nm$^{-2}$, $b=0.0608$ nm$^{-2}$ and $\sqrt{a^2+b^2}=0.0616$ nm$^{-2}$, which give

$$\frac1\lambda=(0.189+0.161i)\ \mathrm{nm^{-1}}.$$

The amplitude decays over 5.3 nm and one full turn takes 39 nm. Within the 6 nm film the spins do not complete a turn.

The conductances are $G_N=3.30\times10^{14}$ S/m$^2$ and $G_F=(3.33+4.17i)\times10^{14}$ S/m$^2$, so

$$\frac{G_F}{G_F+G_N}=0.643+0.224i .$$

The transfer factor is $0.974+0.160i$, and the source factor $\theta[1-\mathrm{sech}(d_N/\lambda_N)]$ is 0.2585. Their product is

$$\xi=0.2585\,(0.643+0.224i)(0.974+0.160i)=0.153+0.083i .$$

In the imaginary part of the last two factors, the phase of the absorbed current contributes $0.224\times0.974=0.218$ and that of the transfer factor $0.643\times0.160=0.103$. Both routes to a field-like torque matter here, and backflow is the larger.

With $\hbar j_c/2e=3.29$ µJ/m$^2$, the torques are 0.50 and 0.27 µJ/m$^2$. Division by $M_sd_F=6\times10^{-4}$ A gives equivalent fields of 0.84 mT (damping-like) and 0.46 mT (field-like) for $\mathbf n\perp\mathbf p$.

### Dependence on thickness

With all other parameters fixed, the formula gives:

| $d_F$ (nm) | $\xi_D$ | $\xi_F$ |
|---:|---:|---:|
| 0.5 | 0.008 | 0.045 |
| 2 | 0.079 | 0.110 |
| 6 | 0.153 | 0.083 |
| 10 | 0.150 | 0.069 |
| 40 | 0.147 | 0.070 |

The two parts are equal at 2.8 nm. At 0.5 nm, $q=0.184$, and the ratio $\xi_D/\xi_F$ from the full formula is within 1 % of this. The closeness is partly accidental: to next order, spin flip lowers the ratio by the fraction $q(\lambda_J/\lambda_{sf})^2=0.030$, while turning inside F raises it by $d_F^2/(3\lambda_J^2q)=0.028$. That row illustrates the algebra, not a device: the layer is thinner than the 1.5 nm mean free path.

The damping-like part passes slightly above its final value, by at most 4 % near 7 nm and by 2 % at 10 nm. For large thickness

$$\tanh\frac{d_F}{\lambda}\simeq1-2e^{-2k'd_F}e^{-2ik''d_F}.$$

At 10 nm, $2k''d_F=3.2$ rad, so the second exponential is close to $-1$ and the correction raises $G_F$ by about 5 %. The wave reflected at the outer surface has turned by about half a circle on its way there and back.

### Limits in numbers

For a clamped current the finite-volume solution gives $\xi_F/\xi_D=0.165$, equal to $(4.06/10)^2$ at this precision. For a thick film without spin flip $g=0.670$; the formula and the numerical solution both give 0.321.

## Where the result fails, and by how much

**Finite mean free path.** The scattering time is 1.5 fs, so $\Delta\tau/\hbar=0.046$. The kinetic mode shifts $1/\lambda$ by the relative amount $0.0007+0.0046i$, which agrees with $\alpha\tau/10$. A velocity-resolved solution of the whole bilayer, with matched Fermi surfaces, gives $\xi=0.153+0.081i$, a difference of 1.6 % of $|\xi|$, with the field-like part alone lower by 3 %. The figure assumes a spin Hall drive proportional to $u$; other angular shapes give 1.4 to 1.8 %. Reducing both mean free paths to a quarter at fixed diffusive lengths lowers the difference to 0.11 %.

**Interface resistance.** A spin-independent resistance $r_i$ changes the matching to $V_0=J_0(1/G_F+r_i)$, hence

$$J_0=\frac{J_{src}}{1+G_N(1/G_F+r_i)} .$$

A rough 1 fΩ m$^2$ gives $\xi=0.130+0.061i$. The damping-like part falls by 15 % and the field-like part by 27 %.

**Extra dephasing.** Suppose a further process removes transverse spin at 0.2 times the precession rate and passes it to the magnetization. Then $i/\lambda_J^2$ becomes $(i+0.2)/\lambda_J^2$, both in $1/\lambda^2$ and in the transfer factor. The result is $\xi=0.147+0.070i$, with the field-like part lower by 15 %.

**Oersted field and heat.** The current in N produces a field $\mu_0j_cd_N/2=0.025$ mT in F, 5.5 % of the field-like equivalent field in magnitude. The uniform current in F adds a field that is odd about the middle of F and averages to zero over its thickness. The alloy conducts better than the tungsten and carries 4 MA/cm$^2$, so six sevenths of the total current bypasses the source. The Joule heat is 5.6 MW/m$^2$. If the heat flow into the substrate is $h(T^4-T_0^4)$, with $T_0=10$ K and a rough $h=500$ W m$^{-2}$ K$^{-4}$, the lattice of the film reaches about 12 K. The electrons run hotter: a typical electron–phonon coupling of $1$–$2\times10^9$ W m$^{-3}$ K$^{-5}$ puts them at roughly 14–15 K.

**Comparison with real devices.** Copper–nickel alloys near equal composition are weak ferromagnets that order below room temperature, so this example is a cryogenic one. Their exchange splitting and magnetization depend strongly on composition, and the values above are illustrative, not fitted to a particular sample. At the rough sizes assumed above, the transparent interface moves the result most; at 0.3 fΩ m$^2$ the extra dephasing would be the larger effect. The result is more sensitive still to spin loss in F: with $\lambda_{sf}=5$ nm instead of 10 nm the formula gives $\xi=0.096+0.102i$, with the field-like part now the larger. Magnetic scattering in real copper–nickel can be as fast as the precession itself, against a ratio of 0.165 here, so the ratio $\xi_F/\xi_D$ of the example is not a prediction for such alloys. Spin-dependent interface scattering, unequal diffusion constants and spin Hall currents generated in the alloy itself are not included or estimated.

Iron, cobalt and their common alloys, used in room-temperature memory, have splittings of order 1 eV. Keeping $D$ and $\tau$ of the example, $\Delta=1$ eV would give $\Delta\tau/\hbar\approx2.3$ and $\lambda_J\approx0.6$ nm, less than the mean free path. Both conditions for diffusion then fail. The formula is then no longer justified. A velocity-resolved equation removes this limitation, but its single speed for both spins is also doubtful at such a large splitting. The numerical output below lists the remaining intermediate values.

## Computed values

```
Delta = 20 meV, D = 5.0 cm2/s, v = 1.0e+06 m/s
F: d = 6 nm, lam_sf = 10 nm, rho = 50 uohm cm, Ms = 100 kA/m
N: d = 4 nm, lam_N = 1.5 nm, rho = 200 uohm cm, theta = 0.30
Current density in N: 1.0 MA/cm2; base T: 10 K
Precession time hbar/Delta: 32.91 fs
Spin-flip time in F: 200 fs
Scattering time: 1.50 fs; mean free path: 1.50 nm
Delta tau/hbar: 0.0456
Exchange length lam_J: 4.057 nm
1/lam: 0.1892 +0.1606i 1/nm
lam: 3.072 -2.608i nm
Amplitude decay length 1/k': 5.286 nm
Length of one full turn 2pi/k'': 39.12 nm
Decay length without spin flip: 5.737 nm
theta(1-sech(d_N/lam_N)): 0.2585
G_N: 3.301e+14 S/m2
G_F: 3.326e+14 +4.166e+14i S/m2
G_F/(G_F+G_N): 0.643 +0.2244i
Transfer factor i lam^2/lam_J^2: 0.9736 +0.1602i
Lattice fraction lam^2/lam_sf^2: 0.02636 -0.1602i
Efficiency xi (damping-like, field-like): 0.1525 +0.08312i
Field-like/damping-like ratio: 0.5449
Torques per area D, F: 0.5020, 0.2736 uJ/m2
Equivalent fields D, F: 0.8367, 0.4559 mT
d_F =  0.5 nm: xi_D = 0.0082, xi_F = 0.0446
d_F =  1.0 nm: xi_D = 0.0288, xi_F = 0.0789
d_F =  2.0 nm: xi_D = 0.0794, xi_F = 0.1105
d_F =  4.0 nm: xi_D = 0.1382, xi_F = 0.1016
d_F =  6.0 nm: xi_D = 0.1525, xi_F = 0.0831
d_F = 10.0 nm: xi_D = 0.1503, xi_F = 0.0693
d_F = 20.0 nm: xi_D = 0.1471, xi_F = 0.0695
d_F = 40.0 nm: xi_D = 0.1472, xi_F = 0.0695
Thickness with equal torques: 2.832 nm
Clamped current, F/D ratio (numerical): 0.1646
(lam_J/lam_sf)^2: 0.1646
Thick F, no flip: g = 0.6696, numerical F/D ratio = 0.3213
Kinetic relative shift of 1/lam: 0.000737 +0.004562i
xi from kinetic bilayer: 0.1533 +0.08052i
Kinetic deviation of xi: 1.57 %; at quarter mean free path: 0.109 %
xi with interface 1.0 fohm m2: 0.1295 +0.06065i
xi with dephasing/precession rate 0.2: 0.1473 +0.07047i
Oersted field from N: 0.0251 mT, 5.5 % of the field-like field
Current density in F: 4.0 MA/cm2
Joule heat per area: 5.60 MW/m2
Phonon heat coefficient: 500 W/(m2 K4)
Estimated film temperature: 12.1 K
```
